# Why the Fastest-Capturing Trap Need Not Carry the Largest Leakage Current

## Definitions and conventions

An insulating film of thickness $d$ lies between a cathode at $x=0$ and an anode at $x=d$. The field has uniform magnitude $F$, and the applied voltage is $V=Fd$. Electron energies are measured from the cathode Fermi level, so the anode Fermi level is at $-qV$, with $q>0$ the elementary charge. Currents are given as magnitudes.

The band edge at the cathode lies at $\phi$. Because the electron's potential energy falls towards the anode, the band edge at $x$ is $\phi-qFx$. A trap at $x$ has its level a fixed depth $D$ below the local band edge:

$$E_t(x)=\phi-D-qFx .$$

The trap holds at most one electron. It is isolated, so electrons enter and leave through the electrodes and not through other traps. Tunnelling is elastic: the electron has energy $E_t$ throughout. The tunnelling rate per spin is $\Gamma_C$ between trap and cathode and $\Gamma_A$ between trap and anode.

Suppose that $E_t$ lies several $k_BT$ below the cathode Fermi level and several $k_BT$ above the anode Fermi level. The cathode states at the trap energy are then full, and those of the anode empty. An empty trap can accept either spin, while a filled trap has one electron to lose. The total capture rate and the onward emission rate are therefore

$$c=2\Gamma_C,\qquad e=\Gamma_A .$$

Here $e$ is a rate, not the elementary charge. The claim to be refuted is that, of two traps, the one with larger $c$ must carry the larger steady current.

## The current through one trap

Let $f$ be the probability that the trap is filled. It fills at rate $c$ when empty and empties at rate $e$ when filled:

$$\frac{df}{dt}=c(1-f)-ef .$$

In the steady state the right side vanishes, so $c=(c+e)f$ and

$$f=\frac{c}{c+e}.$$

The current is the charge delivered to the anode per unit time:

$$I=qef=q\frac{ce}{c+e}=\frac{q}{1/c+1/e}. \tag{1}$$

The denominator is the mean duration of a cycle: a mean wait $1/c$ for capture, then a mean wait $1/e$ for emission. Fast capture shortens the first wait and does nothing to the second.

## The tunnelling rates

At position $x'$ the barrier above an electron of energy $E_t(x)$ is

$$U(x')=\phi-qFx'-E_t(x)=D+qF(x-x').$$

It is higher than $D$ on the cathode side of the trap and lower than $D$ on the anode side. In the barrier the wave equation reads $\psi''=\kappa^2\psi$, with $\kappa=\sqrt{2mU}/\hbar$ and $m$ the tunnelling mass. When $\kappa$ varies slowly, the decaying solution is dominated by $\exp(-\int\kappa\,dx')$. A rate is proportional to the squared amplitude, which doubles the exponent. With one attempt rate $\nu$ for both electrodes,

$$c=2\nu e^{-S_C},\qquad e=\nu e^{-S_A},$$

where the symbol $e$ with an exponent denotes the exponential function, and

$$S_C=2\int_0^x\kappa\,dx',\qquad S_A=2\int_x^d\kappa\,dx'.$$

Since $dU=-qF\,dx'$, the integral between any two points inside the barrier is

$$2\int_{x_1}^{x_2}\frac{\sqrt{2mU}}{\hbar}\,dx'
=\frac{2\sqrt{2m}}{\hbar qF}\int_{U(x_2)}^{U(x_1)}\sqrt U\,dU
=A\left[U(x_1)^{3/2}-U(x_2)^{3/2}\right],$$

$$A=\frac{4\sqrt{2m}}{3\hbar qF}.$$

Inserting $U(0)=D+qFx$, $U(x)=D$ and $U(d)=D-qF(d-x)$ gives

$$S_C=A\left[(D+qFx)^{3/2}-D^{3/2}\right],$$

$$S_A=A\left[D^{3/2}-\bigl(D-qF(d-x)\bigr)^{3/2}\right]. \tag{2}$$

If the last bracketed energy is negative, the electron reaches the conduction band before the anode. The barrier integral then ends where $U=0$, and that energy is replaced by zero.

## The counter-example

Take $d=5.0$ nm, $F=2.0$ MV/cm $=0.20$ V/nm, $\phi=2.00$ eV, $D=2.20$ eV, $m=0.20$ electron masses, $\nu=10^{13}$ s$^{-1}$ and $T=300$ K. The voltage is $0.20\times5.0=1.00$ V.

Place the first trap at $x=1$ nm. Its level is $2.00-2.20-0.20=-0.40$ eV, well between the Fermi levels at $0$ and $-1.00$ eV on the scale of $k_BT\approx0.026$ eV. The barriers at the cathode, the trap and the anode are $2.40$, $2.20$ and $1.40$ eV. For this mass and field, $A\approx15.27$ eV$^{-3/2}$, so

$$S_C=15.27\,(2.40^{3/2}-2.20^{3/2})\approx6.95,$$

$$S_A=15.27\,(2.20^{3/2}-1.40^{3/2})\approx24.54.$$

The rates follow:

$$c_1=2\times10^{13}e^{-6.949}=1.92\times10^{10}\ \mathrm{s^{-1}},$$

$$e_1=10^{13}e^{-24.540}=2.20\times10^{2}\ \mathrm{s^{-1}}.$$

The empty trap waits 52 ps for an electron. The filled trap then waits 4.5 ms to pass it on. Nearly the whole cycle is spent waiting for emission, and the current is $I_1\approx qe_1=3.52\times10^{-17}$ A.

Place the second trap at $x=2.390$ nm, with everything else unchanged. Its rates are

$$c_2=7.50\times10^5\ \mathrm{s^{-1}},\qquad e_2=5.94\times10^5\ \mathrm{s^{-1}},$$

and equation (1) gives

$$\frac{I_2}{q}=\frac{(7.50\times10^5)(5.94\times10^5)}{13.44\times10^5}\ \mathrm{s^{-1}}
\approx3.31\times10^5\ \mathrm{s^{-1}},$$

or $I_2=5.31\times10^{-14}$ A. The first trap captures $2.56\times10^4$ times faster, yet the second carries about 1500 times more current. This refutes the claim.

The same calculation at other positions, still with a full cathode and an empty anode, shows both kinds of bottleneck:

| $x$ (nm) | $c$ (s$^{-1}$) | $e$ (s$^{-1}$) | $f$ | $I$ (A) |
|---|---|---|---|---|
| 0.5 | $6.4\times10^{11}$ | $1.5\times10^{1}$ | 1.0000 | $2.5\times10^{-18}$ |
| 1.0 | $1.9\times10^{10}$ | $2.2\times10^{2}$ | 1.0000 | $3.5\times10^{-17}$ |
| 2.0 | $1.4\times10^{7}$ | $6.0\times10^{4}$ | 0.9956 | $9.6\times10^{-15}$ |
| 2.5 | $3.3\times10^{5}$ | $1.1\times10^{6}$ | 0.2237 | $4.1\times10^{-14}$ |
| 3.0 | $7.4\times10^{3}$ | $2.4\times10^{7}$ | 0.0003 | $1.2\times10^{-15}$ |

Down the table capture slows and emission quickens. The current rises while emission limits it and falls once capture does. The trap at 3.0 nm is nearly always empty and carries little current for the opposite reason to the trap at 1.0 nm.

## The general statement and its proof

**Statement.** Let two isolated, singly occupied traps have positive rates $(c_1,e_1)$ and $(c_2,e_2)$, with a full cathode and an empty anode at the trap energies. If $c_1>c_2$, then $I_1<I_2$ if and only if

$$\frac1{e_1}-\frac1{e_2}>\frac1{c_2}-\frac1{c_1}. \tag{3}$$

**Proof.** By equation (1), each current is $q$ divided by a positive cycle time. Hence $I_1<I_2$ is equivalent to

$$\frac1{c_1}+\frac1{e_1}>\frac1{c_2}+\frac1{e_2}.$$

Subtracting $1/c_1+1/e_2$ from both sides gives (3), and the subtraction can be reversed. $\square$

The right side of (3) is the time saved by faster capture; the left side is the time lost by slower emission. Since the right side is positive, the faster-capturing trap can lose only if $e_1<e_2$. That alone is not sufficient. The trap at 2.0 nm emits more slowly than the one at 3.0 nm, losing about $17\ \mu$s per cycle, but its faster capture saves about $136\ \mu$s. There the faster-capturing trap does carry more current.

A simple sufficient condition follows from bounds on (1). Let $r=\min(c,e)$. The cycle time is greater than $1/r$, because it contains $1/r$ plus another positive term. It is at most $2/r$, because neither term exceeds $1/r$. Therefore

$$\frac r2\le\frac Iq<r.$$

If $e_1\le\tfrac12\min(c_2,e_2)$, then $I_1<qe_1\le I_2$, however large $c_1$ may be. In the counter-example, $e_1=220$ s$^{-1}$ is far below half of $5.94\times10^5$ s$^{-1}$.

## Which rate controls the current

Write $\ln I=\ln q-\ln(1/c+1/e)$. Differentiating with respect to $\ln e$ at fixed $c$, and using $\partial(1/e)/\partial\ln e=-1/e$, gives

$$\frac{\partial\ln I}{\partial\ln e}
=\frac{1/e}{1/c+1/e}=\frac{c}{c+e}=f.$$

Exchanging the roles of $c$ and $e$ gives

$$\frac{\partial\ln I}{\partial\ln c}=\frac{e}{c+e}=1-f.$$

Occupancy thus identifies the bottleneck. At 1 nm the response to capture is $1.15\times10^{-8}$: a one per cent increase in $c$ raises the current by about one part in $10^{10}$, whereas a one per cent increase in $e$ raises it by one per cent. At 2.390 nm the responses to emission and capture are 0.558 and 0.442, so both steps matter.

## Where the best trap lies

Suppose that $D$ and $F$ are fixed and only $x$ varies. Maximising $I$ means minimising the cycle time $\tau=1/c+1/e$. While the barrier extends to the anode, differentiating (2) gives

$$\frac{dS_C}{dx}=\frac32AqF\sqrt{D+qFx}
=\frac{2\sqrt{2mU(0)}}{\hbar}=2\kappa(0),$$

$$\frac{dS_A}{dx}=-\frac32AqF\sqrt{D-qF(d-x)}=-2\kappa(d),$$

with both decay constants taken at the trap energy. Since $1/c\propto\exp(S_C)$ and $1/e\propto\exp(S_A)$,

$$\frac{d\tau}{dx}=\frac{2\kappa(0)}{c}-\frac{2\kappa(d)}{e}.$$

At an interior maximum of the current this vanishes, so

$$\frac ce=\frac{\kappa(0)}{\kappa(d)}. \tag{4}$$

To see that this is a maximum, consider the ratio of the positive to the negative term, $R=\kappa(0)e/[\kappa(d)c]$. Its logarithmic slope is

$$\frac{d\ln R}{dx}=2\kappa(0)+2\kappa(d)+\frac{qF}{2U(0)}-\frac{qF}{2U(d)} .$$

This is positive if $2\kappa(d)>qF/[2U(d)]$, which holds when the barrier changes little over a decay length. Then $d\tau/dx$ can vanish at only one point. If it does so inside the film, it passes there from negative to positive, and the current is largest.

At $x=2.390$ nm the end barriers are 2.678 and 1.678 eV. Their square-root ratio is $\sqrt{2.678/1.678}=1.263$, and the rates found by direct maximisation of (1) have $c/e=1.263$. The best trap is therefore filled slightly more than half the time.

Let $\kappa=\sqrt{2mD}/\hbar$. If the field is so weak that $\kappa d\,qFd\ll D$, its effect on both the decay constants and the exponents can be neglected. It is not enough that $qFd\ll D$, because a small change in $\kappa$ is multiplied by the thickness in the exponent. The Fermi-level conditions must still hold. In the 5 nm film this requires a temperature well below 300 K and a depth $D$ within about $qV/2$ of $\phi$. With $\phi-D=-0.20$ eV, as in the example, so weak a field would leave the level below both Fermi levels at any temperature. Equation (4) then becomes $c=e$, or

$$2e^{-2\kappa x}=e^{-2\kappa(d-x)}.$$

Taking logarithms gives $\ln2-2\kappa x=-2\kappa d+2\kappa x$, and hence

$$x=\frac d2+\frac{\ln2}{4\kappa}.$$

The two spin channels for capture put the optimum slightly beyond the middle. In the example the field moves it back to 2.390 nm, because it raises the barrier on the cathode side and lowers it on the anode side.

## Why fast capture looks decisive at first

Let the trap be empty when the voltage is applied, and put $k=c+e$. The solution of the rate equation with $f(0)=0$ is

$$f(t)=\frac ck\left(1-e^{-kt}\right),\qquad
1-f(t)=\frac ek+\frac ck e^{-kt}.$$

The mean number of captures by time $t$ is the integral of $c(1-f)$:

$$N(t)=\frac{ce}{k}t+\frac{c^2}{k^2}\left(1-e^{-kt}\right).$$

For $kt\ll1$, the leading term is $N\approx ct$, so the faster-capturing trap leads. Later the linear term governs the growth, and its slope is $I/q$. The trap at 1 nm captures its first electron within tens of picoseconds and then blocks itself. The trap at 2.390 nm overtakes it in captures after $2.1\ \mu$s.

Thus a measure of early trapping and a measure of steady leakage can rank the same two traps differently. Here $N$ counts captures, not charge in the external circuit: a captured electron has crossed only part of the film.

## When the argument fails

If $qF(d-x)\ge D$, the electron leaves through a triangular barrier into the conduction band. Equation (2), with its final energy set to zero, becomes

$$S_A=AD^{3/2},$$

which does not depend on $x$. Two such traps of equal depth have $e_1=e_2$. The left side of (3) is zero, so with a strictly full cathode the trap with faster capture carries the larger current.

A 20 nm film at the same 2.0 MV/cm, and hence at 4.0 V, shows this. The condition holds for $x\le20-2.20/0.20=9$ nm, and there $e=2.26\times10^{-9}$ s$^{-1}$. Electron flows at 1, 6 and 7 nm are $2.26\times10^{-9}$, $2.24\times10^{-9}$ and $4.2\times10^{-11}$ s$^{-1}$. Of these three the nearest trap wins, but by only one per cent over the trap at 6 nm, since emission limits both. Closer to the cathode the differences are far smaller, and at 300 K thermal return to the cathode decides them: the trap at 1 nm is empty about $10^{-7}$ of the time and one at 3 nm about $3\times10^{-13}$, so there the slower-capturing trap is ahead by a negligible margin. All these currents are minute.

In the 5 nm film, the trap at 1 nm enters this regime at $F=2.20/4.0=0.55$ V/nm, or 5.5 MV/cm; a trap farther from the cathode needs a higher field. This exceeds the rough breakdown field of 5 MV/cm assumed here.

The electrode occupations can also break the simple formula. Let $a_C,a_A$ be the filling rates from cathode and anode, and $b_C,b_A$ the emptying rates into them. Balance gives $f=(a_C+a_A)/(a_C+a_A+b_C+b_A)$. The net flow into the anode is then

$$\frac Iq=b_Af-a_A(1-f)
=\frac{a_Cb_A-a_Ab_C}{a_C+a_A+b_C+b_A},$$

where the products $a_Ab_A$ cancel. Setting $a_C=c$, $b_A=e$ and $a_A=b_C=0$ recovers (1). With Fermi occupations at 300 K, the current differs from (1) by at most 0.09 per cent of its value at positions from 0.5 to 3.0 nm in steps of 0.5 nm. This small error concerns the net current only; occupancies and waiting times are more sensitive. At 3.0 nm the level is 0.20 eV above the anode Fermi level, where the anode occupation is $e^{-0.20/0.02585}\approx4.4\times10^{-4}$. The anode then fills the trap at $a_A\approx2(2.36\times10^7)(4.4\times10^{-4})\approx2.1\times10^4$ s$^{-1}$, faster than the cathode does, and the occupancy is about 0.0012 instead of the tabulated 0.0003. At 1 nm the filled trap returns its electron to the cathode at $b_C\approx\tfrac12(1.92\times10^{10})e^{-0.40/0.02585}\approx1.8\times10^3$ s$^{-1}$, faster than it emits to the anode. It is refilled within tens of picoseconds, so the net current hardly changes, but the simple cycle and the count $N(t)$ above leave out these returns. For a level near either Fermi level, the full expression is needed for the current too.

## The model beside a real capacitor

The parameters are round values in the rough range for a thin high-permittivity oxide capacitor of the memory-cell type; they do not describe a particular oxide. The field is 0.40 of the assumed breakdown field. One assumption that can fail in such oxides is elastic tunnelling, because the lattice can relax around a trapped electron. A classical Gaussian line shape with relaxation energies of 0.5 and 1.0 eV at 300 K gives peak currents $9.4\times10^3$ and $1.4\times10^4$ times the current at 1 nm, against $1.5\times10^3$ without relaxation. At 1.0 eV and 400 K the factor is $1.9\times10^4$. The peak moves to between 2.8 and 3.25 nm. The ranking survives in these cases, and the disadvantage of the trap at 1 nm relative to the trap at the shifted peak is about 6 to 13 times that found without relaxation.

Other corrections are smaller for this comparison. Including the nearest image charge at each electrode, with optical permittivity 4 and the trap level held fixed, changes the current ratio from about 1500 to 1100; if the level instead follows the lowered band edge, the ratio becomes about 1800. Comparison with Airy-function solutions in the linear barrier gives prefactors between 0.91 and 1.26 for the four tunnelling rates; electrode matching is still omitted. A localised trap also couples to all lateral momenta, which adds a prefactor that falls with distance; summing the tunnelling factor over lateral momenta with equal weight raises the ratio to about 2700. Thermal emission, even with the full Poole–Frenkel lowering of 0.54 eV, is about $10^{-8}$ s$^{-1}$ at 400 K, negligible beside 220 s$^{-1}$. In the 20 nm film it would exceed tunnelling emission at that temperature, but it would still be independent of position in this model.

For a sheet of $10^{11}$ traps per cm$^2$, the current density is $3.5\times10^{-6}$ A/cm$^2$ at 1 nm and $5.3\times10^{-3}$ A/cm$^2$ at the best position. Direct tunnelling, estimated with free-electron electrodes and a decay constant that depends only on the energy of motion normal to the film, gives $1.6\times10^{-4}$ A/cm$^2$. If lateral momentum is conserved and the oxide mass is 0.20 in every direction, lateral motion raises the decay constant further and the direct current is about five times smaller, $3.3\times10^{-5}$ A/cm$^2$. Between these two estimates, the near sheet adds about 2 to 11 per cent to the direct current, while the best-placed sheet exceeds it by a factor of about 33 to 160. These figures leave out image forces. The nearest image charges used above would raise the direct current about ninefold and the trap currents by less, so both ratios would be smaller. Filling the near sheet changes the cathode field by 0.007 MV/cm for a static permittivity of 20, which is small beside 2.0 MV/cm.

The typical spacing in this sheet is 32 nm, larger than the film thickness, which supports treating its traps as isolated. If a second trap lay close enough to take the electron onward, $e$ would no longer be the rate of direct escape to the anode. A near-electrode trap that is ineffective alone could then be a useful first step in a longer path. For isolated traps, a leakage estimate needs both rates; with a full cathode and an empty anode, ranking by capture is justified when emission is equal, or more generally when the left side of (3) is smaller than the right. The numerical output below gives many of the values to more digits.

## Calculated quantities

```
film thickness: 5.0 nm; field: 2.0 MV/cm
applied voltage: 1.00 V
barrier: 2.00 eV; trap depth: 2.20 eV
tunnelling mass: 0.20 electron masses
attempt rate: 1.0e+13 1/s; temperature: 300 K
x (nm) | capture (1/s) | emission (1/s) | occupancy | current (A)
0.5 | 6.434e+11 | 1.536e+01 | 1.000000 | 2.460e-18
1.0 | 1.919e+10 | 2.200e+02 | 1.000000 | 3.524e-17
1.5 | 5.318e+08 | 3.471e+03 | 0.999993 | 5.561e-16
2.0 | 1.370e+07 | 6.015e+04 | 0.995630 | 9.595e-15
2.5 | 3.289e+05 | 1.141e+06 | 0.223732 | 4.090e-14
3.0 | 7.362e+03 | 2.364e+07 | 0.000311 | 1.179e-15
near trap position: 1.00 nm
near exponents, cathode and anode: 6.949, 24.540
near empty time 1/c: 52.10 ps
near filled time 1/e: 4.546 ms
best trap position: 2.390 nm
best capture: 7.500e+05 1/s; emission: 5.937e+05 1/s
best occupancy: 0.5582
best c/e: 1.2633; kappa ratio: 1.2633
best trap current: 5.309e-14 A
capture ratio near/best: 2.559e+04
current ratio best/near: 1506.5
near response to emission: 1.000000
near response to capture: 1.15e-08
best response to emission, capture: 0.5582, 0.4418
best trap overtakes in captures at: 2.132 us
thick film: 20 nm, 4.0 V, same field
thick x=1 nm: c=1.919e+10, e=2.259e-09, flow=2.259e-09 1/s
thick x=6 nm: c=2.288e-07, e=2.259e-09, flow=2.237e-09 1/s
thick x=7 nm: c=4.330e-11, e=2.259e-09, flow=4.249e-11 1/s
5 nm film, field for exception at near trap: 5.50 MV/cm
rough breakdown field, input: 5 MV/cm
field / rough breakdown: 0.40
largest thermal-occupation error in table: 8.72e-04
WKB prefactor range: 0.908 to 1.261
relaxation 0.5 eV, 300 K: peak 2.80 nm, peak/near 9388.7
relaxation 1.0 eV, 300 K: peak 3.25 nm, peak/near 14450.6
relaxation 1.0 eV, 400 K: peak 3.05 nm, peak/near 19242.6
optical, static permittivity: 4, 20
image-force current ratio best/near: 1092.6
trap sheet density: 1.0e+11 1/cm2
near-layer current density: 3.524e-06 A/cm2
best-layer current density: 5.309e-03 A/cm2
direct-tunnelling density: 1.631e-04 A/cm2
Poole-Frenkel lowering: 0.537 eV
thermal emission at 300, 400 K: 1.14e-15, 1.10e-08 1/s
cathode field change, filled near layer: 0.0072 MV/cm
typical trap spacing: 31.6 nm
```
